# Waiting Times for Thermal Release from an Exponential Trap Tail

An electron in an amorphous oxide semiconductor moves through extended states until a localized state below the transport edge captures it. It then waits until thermal agitation returns it to the edge. The problem is to find the probability density $\psi(t)$ of this waiting time when the trap depths are exponentially distributed.

Let $E>0$ be the depth of a trap below the edge. The normalized density of depths is

$$g(E)=\frac{1}{kT_t}\,e^{-E/kT_t},$$

where $T_t$ measures the width of the tail. The sample temperature $T$ is fixed, and $\alpha=T/T_t$. The algebra uses atomic units ($\hbar=m_e=e=1$), with $kT$ and $kT_t$ kept as energies.

Except where part (f) is used, the capture cross-section $\sigma$ is the same for all traps. The traps are nearly empty, so every trap is equally likely to make the next capture, and $g(E)$ is also the distribution of depths at capture. Each capture draws a fresh depth. Release goes to the transport edge; direct hops between traps are left out until part (h).

## (a) Release from one trap, and the average over traps

**Find the release rate of a trap of depth $E$ from detailed balance, and write $\psi(t)$ as an integral over depth.**

Measure the chemical potential $\mu$ from the edge, so that a trap has energy $-E$. With the trap degeneracy set to one, its equilibrium occupation $f$ obeys

$$\frac{f}{1-f}=e^{(\mu+E)/kT}.$$

The mobile electrons are taken as nondegenerate, with density $n=N_c e^{\mu/kT}$ and mean speed $v$. An empty trap captures at the rate $n\sigma v$; a full one releases at the rate $w$. In equilibrium the two flows balance, $fw=(1-f)n\sigma v$, so

$$w=\sigma vN_c\,e^{\mu/kT}e^{-(\mu+E)/kT}=\nu e^{-E/kT},\qquad \nu=\sigma vN_c .$$

The chemical potential cancels, as it must for a property of one trap. For a parabolic band of mass $m$,

$$N_c=2\left(\frac{m\,kT}{2\pi}\right)^{3/2},\qquad v=\left(\frac{8kT}{\pi m}\right)^{1/2}.$$

Thus $\nu\propto T^2$ if $\sigma$ does not depend on temperature. At fixed $T$ it is a constant.

Let $S(t)$ be the probability that the electron is still in this trap. A constant release rate means $dS/dt=-wS$ with $S(0)=1$, hence $S=e^{-wt}$. The waiting density of the one trap is $-dS/dt=we^{-wt}$. Averaging over the depths at capture gives

$$\psi(t)=\int_0^\infty g(E)\,w(E)\,e^{-w(E)t}\,dE .$$

## (b) The integral in closed form

**Change the variable from depth to rate and evaluate $\psi(t)$ for any $t>0$.**

Since $E=kT\ln(\nu/w)$, we have $|dE/dw|=kT/w$. Depths from zero to infinity correspond to rates from $\nu$ down to zero. The density of rates is

$$p(w)=g(E)\left|\frac{dE}{dw}\right|
=\frac{1}{kT_t}\left(\frac{w}{\nu}\right)^{kT/kT_t}\frac{kT}{w}
=\frac{\alpha w^{\alpha-1}}{\nu^\alpha},\qquad 0<w<\nu .$$

Its integral is one. The two exponentials, one in the number of traps and one in the release rate, have combined into a power of $w$.

The average over traps becomes

$$\psi(t)=\frac{\alpha}{\nu^\alpha}\int_0^\nu w^\alpha e^{-wt}\,dw .$$

Put $x=wt$. Then $dw=dx/t$ and $w^\alpha=x^\alpha t^{-\alpha}$, so that

$$\psi(t)=\alpha\nu(\nu t)^{-1-\alpha}\,\gamma(1+\alpha,\nu t),
\qquad \gamma(s,x)=\int_0^x y^{s-1}e^{-y}\,dy .$$

At short times, $\nu t\ll1$, the exponential in $\gamma$ is close to one and $\gamma(s,x)\simeq x^s/s$. Then $\psi\to\alpha\nu/(1+\alpha)$, which is the mean release rate $\int_0^\nu wp(w)\,dw$. The density is finite at $t=0$, so any power-law decay must begin later.

## (c) Long times

**Find the limit of $\psi$ for $\nu t\gg1$, the size of the correction, and the probability of still being trapped.**

When $\nu t$ is large, the upper limit of $\gamma$ can be sent to infinity, which gives the complete gamma function:

$$\boxed{\psi(t)\to\alpha\,\Gamma(1+\alpha)\,\nu^{-\alpha}\,t^{-1-\alpha}}$$

The exponent is $-(1+T/T_t)$. It lies below $-1$ for every $\alpha>0$, so the integral of $\psi$ converges at long times, as a probability density requires.

The part dropped is $\Gamma(1+\alpha,x)=\int_x^\infty y^\alpha e^{-y}dy$ with $x=\nu t$. Relative to the power law, the true density is too small by the fraction $\Gamma(1+\alpha,x)/\Gamma(1+\alpha)$. Integration by parts gives

$$\Gamma(1+\alpha,x)=x^\alpha e^{-x}+\alpha\int_x^\infty y^{\alpha-1}e^{-y}\,dy .$$

In the last integral $1/y\le1/x$, so that term is at most $(\alpha/x)\Gamma(1+\alpha,x)$. For $x\gg\alpha$ the shortfall is therefore close to $x^\alpha e^{-x}/\Gamma(1+\alpha)$, which is exponentially small. For $\alpha=0.646$, quadrature over depth gives a shortfall of 63% at $\nu t=1$, 13% at $\nu t=3$ and 0.024% at $\nu t=10$. "Long" thus means some ten attempt times.

The probability of still being trapped follows in the same way:

$$\Phi(t)=\int_0^\nu p(w)e^{-wt}\,dw
=\alpha(\nu t)^{-\alpha}\gamma(\alpha,\nu t)
\to\Gamma(1+\alpha)(\nu t)^{-\alpha},$$

where $\alpha\Gamma(\alpha)=\Gamma(1+\alpha)$ was used. Differentiation of the limit gives $-d\Phi/dt=\alpha\Gamma(1+\alpha)\nu^{-\alpha}t^{-1-\alpha}$, in agreement with $\psi$.

The ratio $\psi/\Phi=\alpha/t$ is the release rate of an electron known to have waited until $t$. It falls with time although each trap has a constant rate, because a long wait selects deep traps.

## (d) Which traps act at time $t$?

**Find the depth that contributes most to $\psi(t)$, and use it to see what happens for other depth distributions.**

Apart from constants, the logarithm of the integrand in part (a) is

$$L(E)=-\frac{E}{kT_t}-\frac{E}{kT}-\nu t\,e^{-E/kT}.$$

The first term counts traps, the second is the release rate, and the third removes electrons that have already left. Setting $dL/dE=0$ and multiplying by $kT$ gives $\nu te^{-E/kT}=1+\alpha$, so

$$E^*=kT\ln\frac{\nu t}{1+\alpha},\qquad \nu t>1+\alpha .$$

At this point $d^2L/dE^2=-(1+\alpha)/(kT)^2$. The peak has a width of about $kT/\sqrt{1+\alpha}$, which does not change with time, while its centre moves down logarithmically. The traps acting at time $t$ have rates near $1/t$, and their number is proportional to $e^{-E^*/kT_t}\propto t^{-\alpha}$. The product is $t^{-1-\alpha}$.

For another smooth density $g$, replace $\ln g$ by its tangent at the dominant depth. To this approximation the local slope is

$$\frac{d\ln\psi}{d\ln t}\simeq-1+kT\,\frac{d\ln g}{dE}\bigg|_{E^*},$$

with $E^*$ now fixed by $\nu te^{-E^*/kT}=1-kT\,d\ln g/dE$. An exponential tail makes the slope constant. A density $e^{-E^2/2s^2}$ gives $-1-kTE^*/s^2$, which steepens as $E^*$ grows. With $s=0.1$ eV at 300 K, quadrature gives slopes of $-1.46$ at $\nu t=10^3$ and $-1.90$ at $\nu t=10^6$, against $-1.44$ and $-1.88$ from the tangent formula: there is no single power.

A flat density of width $W$ is the opposite case. With $dE=kT\,dw/w$ and slowest rate $w_m=\nu e^{-W/kT}$,

$$\psi_{\rm flat}=\frac{kT}{W}\int_{w_m}^{\nu}e^{-wt}dw
=\frac{kT}{Wt}\left(e^{-w_mt}-e^{-\nu t}\right)\simeq\frac{kT}{Wt}$$

for $1/\nu\ll t\ll1/w_m$.

## (e) The mean wait and a deepest trap

**When is the mean waiting time finite, and what changes if the tail ends at depth $E_m$?**

One trap has mean wait $1/w$. Averaging over traps,

$$\langle t\rangle=\frac{1}{\nu kT_t}\int_0^\infty
\exp\left[E\left(\frac1{kT}-\frac1{kT_t}\right)\right]dE .$$

For $T>T_t$ the exponent is negative and the integral converges:

$$\langle t\rangle=\frac{1}{\nu kT_t\,(1/kT_t-1/kT)}
=\frac{1}{\nu(1-1/\alpha)}=\frac{\alpha}{(\alpha-1)\nu}.$$

For $T\le T_t$ it diverges, because deep traps lengthen the wait at least as fast as they become rare. The power law for $\psi$ holds on both sides of $T_t$; it is the mean that changes character.

If no trap is deeper than $E_m$, the upper limit is $E_m$ and the density must be divided by $1-e^{-E_m/kT_t}$. Using $kT_t(1/kT-1/kT_t)=(1-\alpha)/\alpha$, for $\alpha\ne1$,

$$\langle t\rangle=\frac{\alpha}{(1-\alpha)\nu}\,
\frac{\exp[E_m(1/kT-1/kT_t)]-1}{1-e^{-E_m/kT_t}} .$$

This is finite at any temperature. The slowest rate is $w_m=\nu e^{-E_m/kT}$, so $\Phi(t)\le e^{-w_mt}$. The power law therefore occupies a window, $1/\nu\ll t\ll e^{E_m/kT}/\nu$, and then gives way to an exponential fall.

## (f) Capture that depends on depth

**Let $\sigma=\sigma_0e^{-E/E_1}$ with $E_1>0$. What happens to the exponent?**

The cross-section enters twice. The depth distribution at capture is now proportional to $g\sigma$, and detailed balance puts the same factor into the release rate:

$$g\sigma\propto e^{-aE},\quad a=\frac1{kT_t}+\frac1{E_1};\qquad
w=\nu_0e^{-bE},\quad b=\frac1{kT}+\frac1{E_1}.$$

Here $\nu_0=\sigma_0vN_c$. The change of variable in part (b) used only two exponentials, so it can be repeated. From $E=b^{-1}\ln(\nu_0/w)$ the density of rates is $(a/b)\,w^{a/b-1}/\nu_0^{a/b}$. All results of parts (b) and (c) hold with $\nu\to\nu_0$ and

$$\alpha\to\alpha'=\frac ab=\frac{1/kT_t+1/E_1}{1/kT+1/E_1}.$$

The exponent equals $-1-T/T_t$ when $E_1\to\infty$. A constant cross-section is thus a real condition on the law, unless $T=T_t$, where $\alpha'=\alpha=1$.

## (g) Numbers for an amorphous oxide

**Evaluate the law at $t=0.1$ µs and 300 K for $kT_t=0.040$ eV, $\nu=10^{11}$ s$^{-1}$ and $m=0.34$. These are illustrative inputs for conduction-band tail states in amorphous In-Ga-Zn oxide, not measurements of a particular film.**

With $kT=0.02585$ eV, $\alpha=0.02585/0.040=0.646$, and $T_t=464$ K. The product $\nu t=10^{11}\times10^{-7}=10^4$ is far inside the long-time regime. Since $\Gamma(1.646)=0.900$ and $(10^4)^{-0.6463}=2.60\times10^{-3}$,

$$\Phi=0.900\times2.60\times10^{-3}=2.34\times10^{-3},$$

$$\psi=\frac{\alpha\Phi}{t}=\frac{0.6463\times2.34\times10^{-3}}{10^{-7}\ \text{s}}
=1.51\times10^4\ \text{s}^{-1},$$

or $3.65\times10^{-13}$ in atomic units. For the tail alone, about one captured electron in 430 is still waiting; part (h) shows how deep states change this fraction. The dominant depth is $E^*=0.02585\ln(10^4/1.646)=0.225$ eV, nearly nine times $kT$.

Direct quadrature of the integral in part (a) gives the same $\psi$ and a logarithmic slope of $-1.6463$. A separate test drew two million random depths and waits. Where $\Phi\propto t^{-\alpha}$ beyond some $t_0$, $\ln(t/t_0)$ is exponentially distributed with mean $1/\alpha$. The waits longer than $t_0=100/\nu$ gave $\alpha=0.648\pm0.002$, one standard error from 0.646.

The chosen $\nu$ implies a cross-section. With $N_c=4.98\times10^{18}$ cm$^{-3}$ and $v=1.85\times10^7$ cm/s, $\sigma=\nu/(vN_c)=1.1\times10^{-15}$ cm$^2$, an atomic size.

Keep this $\sigma$ and the time 0.1 µs fixed, and let $\nu$ follow $T^2$. Then, for the tail alone:

- at 250 K, $\alpha=0.54$ and $\psi=4.1\times10^4$ s$^{-1}$;
- at 350 K, $\alpha=0.75$ and $\psi=5.3\times10^3$ s$^{-1}$;
- at 500 K, $\alpha=1.08$ and $\psi=1.8\times10^2$ s$^{-1}$.

Heating lowers $\psi$ at this late time because more electrons have left earlier. In $\psi=\alpha\Phi/t$, the fall of $\Phi$ outweighs the rise of $\alpha$.

## (h) Where the law fails in a real film

**Estimate several effects left out, using the same numbers.**

*Deep states.* Take a tail density at the edge of $10^{20}$ cm$^{-3}$ eV$^{-1}$, hence $N_t=10^{20}\times0.040=4\times10^{18}$ cm$^{-3}$ in total, and a flat background $g_d=10^{16}$ cm$^{-3}$ eV$^{-1}$ over 1.5 eV. The two densities cross at $0.040\ln10^4=0.368$ eV, where the release time is $e^{0.368/0.02585}/\nu\approx15$ µs. By part (d), the background adds $g_dkT/t$ to the tail term $N_t\psi$. At 0.1 µs this raises the normalized density by 3.9%. Since the ratio of the two terms grows as $t^\alpha$, they become equal near 13 µs, after which $\psi$ bends towards $1/t$. At 1 µs the background is already about 19% of the tail term. To within 20%, the power law for $\psi$ thus holds from 0.1 ns to 1 µs at 300 K.

The survival probability is far more sensitive. At 0.1 µs, background states still holding their electrons add about $3.1\times10^{-3}$ to $\Phi$, more than the tail's own $2.3\times10^{-3}$. About one captured electron in 184 is then still waiting, and $\psi/\Phi=\alpha/t$ no longer holds. This count takes the whole background as empty. States well below the Fermi level are already full and cannot capture, so in a film whose Fermi level lies within the background its share of $\Phi$ is smaller. Heating also favours the background: at 500 K and 0.1 µs its term in $\psi$ is about six times the tail term, so the 500 K value in part (g) does not describe this film.

If the tail simply stopped at 0.368 eV, the mean wait would be 2.8 ns, and at ten crossing times $\psi$ would be $2.4\times10^{-4}$ of the power law. Deep states, where present, add longer waits, so 2.8 ns is not a prediction for the film with its background.

*Trap filling.* Suppose $10^{14}$ electrons per cm$^3$ are injected into empty traps. The tail holds $N_te^{-E^*/kT_t}=1.4\times10^{16}$ cm$^{-3}$ states deeper than $E^*$. Even if every electron had gathered there by 0.1 µs, only 0.7% of these states would be filled, so the empty-trap assumption is sound at this time. It weakens later, as repeated capture and release carries the electrons into fewer, deeper states: for the tail alone the deepest traps are about 2% full at 1 µs and 9% full at 10 µs. A switched-on transistor is different. A sheet of $10^{12}$ cm$^{-2}$ in 3 nm is $3.3\times10^{18}$ cm$^{-3}$, comparable with the $4\times10^{18}$ cm$^{-3}$ states of the whole tail. Shared in equilibrium between a bulk parabolic band and the tail, this charge puts the Fermi level about 0.03 eV below the edge, with about 60% of the electrons trapped and about half of the tail filled. Deep traps are then full and cannot capture, and the law does not apply.

*Field.* A trap that is charged when empty attracts the electron with energy $-1/(\varepsilon_rr)$. A field $F$ adds $-Fr$ along the easiest direction. The sum is highest at $r=(\varepsilon_rF)^{-1/2}$, where it lies $\Delta=2\sqrt{F/\varepsilon_r}$ below the edge. For $F=0.005$ MV/cm and $\varepsilon_r=10$, $\Delta=0.017$ eV. Traps deeper than $\Delta$ release faster by $e^{\Delta/kT}$, which acts as a larger $\nu$. The exponent stays, and $\psi$ is multiplied by $e^{-\alpha\Delta/kT}=0.65$. For an isolated charged trap this is an upper estimate of the effect, since the lowering is smaller in other directions. The barrier top lies at $r=17$ nm, so the estimate needs charged centres much sparser than $2\times10^{17}$ cm$^{-3}$. If all the tail traps were charged when empty, they would be only about 6 nm apart, their potentials would overlap, and the formula would not apply. Tail states that are neutral when empty have no Coulomb barrier to lower.

*Tunnelling.* A trap at $E^*$ has a wavefunction decay length $\ell=1/\sqrt{2mE^*}=0.71$ nm. Take the hopping rate to a trap of depth $E'<E^*$ at distance $r$ as $\nu_h\exp[-2r/\ell-(E^*-E')/kT]$. It matches thermal release, $\nu e^{-E^*/kT}$, out to

$$r(E')=\frac{\ell}{2}\left[\ln\frac{\nu_h}{\nu}+\frac{E'}{kT}\right].$$

For deeper targets no activation is needed, and $E'$ in the bracket is replaced by $E^*$. Integrating the tail density times $4\pi r^3/3$ over $E'$ gives the mean number of competing neighbours. It is 0.015 for $\nu_h=10^{11}$ s$^{-1}$ and 0.21 for $\nu_h=10^{13}$ s$^{-1}$. In the second case, for randomly placed traps, $1-e^{-0.21}\approx19\%$ of traps at this depth have at least one such neighbour. These counts use the decay length of the deep trap for every pair, and so they are low estimates. A shallower target extends farther, and the overlap at long distance follows the longer decay length. If $\ell$ is taken from the shallower state of each pair, with its depth set to no less than $kT$, the counts rise to about 0.05 and 2, and for $\nu_h=10^{13}$ s$^{-1}$ most traps at this depth have such a neighbour. Hopping can therefore compete with thermal release for a sizeable fraction of these traps, or for most of them; its effect on $\psi$ is not computed here.

*Capture.* With $E_1=0.5$ eV, part (f) gives $\alpha'=(25.00+2.00)/(38.68+2.00)=0.664$ instead of 0.646, a modest change of the exponent.

For real In-Ga-Zn oxide, both the tail width and $\nu$ are uncertain inputs. The width depends on how the film is made and how it is extracted from data; for $kT_t$ below 0.026 eV, $\alpha>1$ at room temperature, and the exponential tail alone gives a finite mean wait even without a deepest trap. A background of empty deep states can still make the mean wait in a film very long. Because $\psi\propto\nu^{-\alpha}$, a tenfold error in $\nu$ changes $\psi$ by $10^{0.646}\approx4.4$. The width matters more: with the same $\nu$ and time, the tail alone gives $7.7\times10^2$ s$^{-1}$ for $kT_t=0.025$ eV and $7.2\times10^4$ s$^{-1}$ for $kT_t=0.060$ eV. For the narrow tail the deep background above is no longer a small correction: with the edge density kept at $10^{20}$ cm$^{-3}$ eV$^{-1}$, so that $N_t=2.5\times10^{18}$ cm$^{-3}$, it raises $\psi$ to $1.8\times10^3$ s$^{-1}$. The value $1.5\times10^4$ s$^{-1}$ therefore belongs to the inputs chosen here; for a particular weakly injected film, the width and $\nu$ must first be measured. In the conducting channel considered above, the assumption of empty traps fails, and there the number should not be used.

## Table of computed values

```
Tail width kTt: 0.040 eV
Tail temperature Tt: 464.2 K
Temperature T: 300 K
Thermal energy kT: 0.02585 eV
alpha = T/Tt: 0.6463
Attempt frequency nu: 1.00e+11 1/s
Effective mass: 0.34 electron masses
Band density Nc: 4.975e+18 cm^-3
Mean thermal speed: 1.845e+07 cm/s
Implied capture cross-section: 1.089e-15 cm^2
Example time: 0.10 us; nu*t: 1.000e+04
Waiting density by quadrature: 1.51100e+04 1/s
Waiting density by power law: 1.51100e+04 1/s
Waiting density, atomic units: 3.6549e-13
Survival probability: 2.33793e-03
Logarithmic slope by quadrature: -1.64630
alpha from random waits: 0.6484 +- 0.0021
Dominant depth at example time: 0.2252 eV
Relative shortfall from power law at nu*t=1: 6.253e-01
Relative shortfall from power law at nu*t=3: 1.347e-01
Relative shortfall from power law at nu*t=10: 2.375e-04
Gaussian control (0.1 eV), slope at nu*t=1e3: -1.460
Gaussian control (0.1 eV), slope at nu*t=1e6: -1.899
At 250 K: alpha 0.5386, nu 6.944e+10 1/s, psi 4.080e+04 1/s
At 350 K: alpha 0.7540, nu 1.361e+11 1/s, psi 5.298e+03 1/s
At 500 K: alpha 1.0772, nu 2.778e+11 1/s, psi 1.823e+02 1/s
Tail density at edge: 1.0e+20 cm^-3 eV^-1
Total tail density: 4.00e+18 cm^-3
Deep density: 1.0e+16 cm^-3 eV^-1 over 1.5 eV
Tail-background crossing depth: 0.3684 eV
Release time at crossing depth: 15.46 us
Mean wait, tail cut at crossing: 2.806 ns
Cut tail / power law at 10 crossing times: 2.38e-04
Change of psi by deep background: 3.89 %
Injected density: 1.0e+14 cm^-3
Tail states below dominant depth: 1.435e+16 cm^-3
Trap filling in weak injection: 0.70 %
On-state sheet density: 1.0e+12 cm^-2 in 3.0 nm
On-state density / total tail density: 0.833
Lateral field: 0.005 MV/cm; permittivity: 10
Coulomb barrier lowering, upper estimate: 0.0170 eV
Factor on psi from that lowering: 0.654
Wavefunction decay length: 0.705 nm
Mean rival neighbours, tunnel frequency 1e+11 1/s: 0.015
Mean rival neighbours, tunnel frequency 1e+13 1/s: 0.206
Capture energy scale E1: 0.50 eV
alpha with depth-dependent capture: 0.6637
```
